# Why a trace molecular gas can speed up electrons in argon

**Question**

I need the electron drift velocity in argon containing 0.2% of a molecular processing gas, something like CF₄, at $E/N=0.2$ Td and 300 K. I have the drift velocities of both pure gases at that reduced field, so I took the mole-fraction average

$$
w_{\rm avg}=(1-x)w_{\rm Ar}+xw_{\rm M}.
$$

With $x=0.002$ this is practically the argon value. A colleague says that so little of another gas can still matter a great deal. How can it, when 998 of every 1000 gas particles are argon atoms?

**Answer**

Your average treats drift velocity as a property that each gas contributes in proportion to its amount. What each gas contributes is collisions. They act on the drift in two ways: they randomize the electrons' direction, and they set the electrons' energy distribution. Through the first, a trace gas may change the drift only slightly; through the second, it can change it many times over.

**From collisions to drift**

Take a steady, uniform swarm without magnetic field, ionization, attachment or electron-electron collisions. Let $E$ be the field magnitude, $N$ the gas density and $a=eE/m$ the acceleration, along $+z$. In the two-term approximation the velocity distribution is $f=f_0(v)+f_1(v)\mu$, with $\mu=\cos\theta_v$ measured from $z$. The field term of the Boltzmann equation is

$$
a\frac{\partial f}{\partial v_z}=a\left[\mu\frac{df_0}{dv}+\mu^2\frac{df_1}{dv}+\frac{1-\mu^2}{v}f_1\right].
$$

I assume isotropic scattering, so each collision erases the directed part, at the rate $N\sigma_mv$. Multiplying by $\mu$ and averaging over angles keeps the first term, and

$$
a\frac{df_0}{dv}=-N\sigma_m v f_1 .
$$

The drift velocity is the mean of $v\mu$:

$$
w=\frac{4\pi}{3}\int v^3f_1\,dv=-\frac{4\pi a}{3N}\int\frac{v^2}{\sigma_m}\frac{df_0}{dv}\,dv .
$$

Now measure energy $\varepsilon$ in eV, so that $v=\gamma\sqrt\varepsilon$ with $\gamma=\sqrt{2e/m}$, and define $F$ by $4\pi v^2f_0\,dv=\sqrt\varepsilon F\,d\varepsilon$, with $\int\sqrt\varepsilon F\,d\varepsilon=1$. Since $v^2dv=\tfrac12\gamma^3\sqrt\varepsilon\,d\varepsilon$, we have $f_0=F/(2\pi\gamma^3)$. With $a=\gamma^2E/2$,

$$
w=-\frac{\gamma}{3}\frac EN\int\frac{\varepsilon}{\sigma_m}F'\,d\varepsilon,
\qquad \sigma_m=(1-x)\sigma_{\rm Ar}+x\sigma_{\rm M}. \tag{1}
$$

Cross sections add linearly, but they enter through a reciprocal, and $F$ itself depends on composition.

**What averaging could give at fixed energies**

Suppose first that both pure gases and the mixture had the same decreasing $F$. Because $1/\sigma$ is convex,

$$
\frac1{\sigma_m}\le\frac{1-x}{\sigma_{\rm Ar}}+\frac{x}{\sigma_{\rm M}} .
$$

Multiplying by the non-negative quantity $-\varepsilon F'$ and integrating gives

$$
w_{\rm mix}[F]\le(1-x)w_{\rm Ar}[F]+xw_{\rm M}[F].
$$

With a common distribution, the mole-fraction average is therefore an upper bound. A mixture that drifts faster than the average must owe its excess to a change of $F$.

**What fixes the energy distribution**

The angular average of the field term is $(a/3v^2)\,d(v^2f_1)/dv$. It describes an upward flow of electrons in energy, $4\pi av^2f_1/3$. Substituting $f_1$, using $d\varepsilon/dv=2v/\gamma^2$ and dividing by $N$ turns this into

$$
G_E=-\frac\gamma3\left(\frac EN\right)^2\frac{\varepsilon F'}{\sigma_m}.
$$

Elastic recoil opposes it. An isotropic collision with a heavy particle of mass $M$ at rest removes on average the fraction $2m/M$ of the electron energy, to leading order in $m/M$. Multiplying the energy lost per unit time by $\sqrt\varepsilon F$ gives the flow $-\gamma\varepsilon^2sF$, where $s$ is the sum of $(2m/M)\sigma$ over the gases, weighted by mole fraction. Thermal gas motion adds diffusion in energy. Its size follows from requiring no flow for a Maxwellian $F\propto e^{-\varepsilon/\theta}$, where $\theta=kT/e$ is the gas temperature in eV. Thus

$$
G=-\gamma\varepsilon^2s(F+\theta F')-\frac\gamma3\left(\frac EN\right)^2\frac{\varepsilon F'}{\sigma_m}. \tag{2}
$$

In pure argon at these energies nothing else moves electrons in energy, so $G=0$. Putting $s=2m\sigma_{\rm Ar}/M$ and solving for $F'/F$,

$$
\frac{F'}F=-\frac1{\theta+T_E},\qquad
T_E=\frac{M}{6m\varepsilon}\left(\frac{E/N}{\sigma_{\rm Ar}}\right)^2. \tag{3}
$$

The molecule adds a vibrational quantum $\Delta$. The net number of downward jumps from $\varepsilon'$ to $\varepsilon'-\Delta$, per unit energy, time and gas density, is

$$
R(\varepsilon')=x\gamma\varepsilon'\sigma_v(\varepsilon')\left[F(\varepsilon')-e^{-\Delta/\theta}F(\varepsilon'-\Delta)\right],\qquad \varepsilon'>\Delta .
$$

The second term is the reverse process; detailed balance makes the bracket vanish for a Maxwellian. Here $\sigma_v$ is averaged over the thermal vibrational states. In steady state the upward flow through $\varepsilon$ equals the jumps down across it:

$$
G(\varepsilon)=\int_{\max(\varepsilon,\Delta)}^{\varepsilon+\Delta}R(\varepsilon')\,d\varepsilon'. \tag{4}
$$

If the reverse process is neglected, the right side is non-negative and (2) forces $F'\le0$, as the bound required. At 300 K and $\Delta=0.16$ eV the reverse factor is about 0.002. With it included, the computed distributions for argon and for the mixture below were tested and do decrease, wherever they exceed $10^{-10}$ of their maximum.

**Numbers for a case like yours**

These are rough model cross sections in the regime of argon with a little CF₄. In Å², with $\varepsilon$ in eV,

$$
\sigma_{\rm Ar}=\begin{cases}0.1+7.4\,(1-\sqrt{\varepsilon/0.25})^2,&\varepsilon<0.25\\[2pt]0.1+1.5\,(\varepsilon-0.25),&\varepsilon\ge0.25.\end{cases}
$$

The dip at 0.25 eV represents the Ramsauer minimum. The molecule has mass 88 u, a constant elastic cross section of 8 Å² and one mode with $\Delta=0.16$ eV. Above threshold, $\sigma_v$ is proportional to $\operatorname{arcosh}(\sqrt y)/y$, with $y=\varepsilon/\Delta$, scaled to a peak of 10 Å². Vibrational collisions in both directions are included in $\sigma_{\rm M}$.

Start with pure argon. For $M=40$ u, $M/(6m)\approx1.22\times10^4$. At 1 eV, where $\sigma_{\rm Ar}=1.23$ Å², equation (3) gives

$$
T_E\approx1.22\times10^4\left(\frac{2\times10^{-22}}{1.23\times10^{-20}}\right)^2\approx3.2\ {\rm eV}.
$$

The distribution is still nearly flat there. At 3 eV the cross section is 4.22 Å² and $T_E\approx0.09$ eV, so the distribution falls steeply. The field pushes electrons through the transparent region and up the rising side of the cross section, because recoil is too weak to hold them back. Their mean energy is 1.12 eV, and 19% of them lie between 0.1 and 0.6 eV.

Now compare the two energy losses at 1 eV, where $\sigma_v\approx5.6$ Å². Per gas particle and in the same units,

$$
x\sigma_v\Delta\approx0.002\times5.6\times0.16=1.8\times10^{-3},
$$

$$
\frac{2m}{M}\sigma_{\rm Ar}\varepsilon\approx2.7\times10^{-5}\times1.23\times1=3.4\times10^{-5}.
$$

The trace gas removes about fifty times more energy than all the argon. At this energy the losses would be equal at $x\approx4\times10^{-5}$. This is why counting particles misleads.

Solving (2) and (4) at the same 0.2 Td gives:

- pure argon: $w=1.99$ km/s;
- pure molecular gas: $w=2.65$ km/s;
- mixture: $w=25.6$ km/s, or 2.56 cm/µs.

Your average is $0.998\times1.985+0.002\times2.646=1.99$ km/s, too low by a factor of 12.9. The mixture is faster than either pure gas, so no average of the two values with positive weights can reproduce it. Blanc's formula at common field, $1/w=(1-x)/w_{\rm Ar}+x/w_{\rm M}$, also gives 1.99 km/s.

**Where the factor comes from**

Integrate (4) over energy. By (1), the field part of $G$ integrates to $(E/N)w$. Each jump covers an interval $\Delta$, so the right side becomes $\Delta\int R\,d\varepsilon'$. Hence $(E/N)w$ equals the elastic plus vibrational energy loss per gas particle. Define an effective momentum-loss rate $\nu=eE/(mw)$, and let $\zeta$ be the fraction of the mean energy $\langle\varepsilon\rangle$ lost in a time $1/\nu$. Then

$$
Ew=\nu\zeta\langle\varepsilon\rangle=\frac{eE}{mw}\zeta\langle\varepsilon\rangle
\quad\Longrightarrow\quad
w=\sqrt{\zeta\,\frac{e\langle\varepsilon\rangle}{m}} .
$$

This is a rewriting of the power balance, useful for reading the solution. The mean energy falls from 1.12 to 0.228 eV, a factor of 0.204. The loss fraction rises from $2.00\times10^{-5}$ to $1.63\times10^{-2}$, a factor of 815. The velocity ratio is $\sqrt{0.204\times815}=12.9$. Electrons move more slowly at random but drift faster. Now 63% of them lie between 0.1 and 0.6 eV, around the minimum.

Exchanging the ingredients of (1) separates the causes:

- The pure-argon distribution with the mixture's cross sections gives 1.96 km/s: the molecule as an obstacle slows the drift slightly.
- The mixture's distribution with argon's cross section gives 29.0 km/s: the gain comes from the changed energies, and the added obstruction then reduces it to 25.6 km/s.
- A molecule with its vibration switched off gives 1.98 km/s: an elastic admixture of this size does almost nothing.

Cooling would help even without a Ramsauer minimum. For constant $\sigma_m$, integrating (1) by parts gives

$$
w=\frac{\gamma}{3\sigma_m}\frac EN\int F\,d\varepsilon
=\frac{\gamma}{3\sigma_m}\frac EN\left\langle\varepsilon^{-1/2}\right\rangle ,
$$

which grows if every electron slows down. A lower mean energy alone does not guarantee this, because the average also depends on the shape of $F$. To see how much the energy dependence of argon's cross section contributes, dip and rising side together, replace it by a constant 2.61 Å², chosen to give the same pure-gas drift at 0.2 Td. The same admixture then raises $w$ by a factor of 3.0 instead of 12.9.

**When the admixture stops helping**

More molecules are not always better. At fixed 0.2 Td the model gives:

| $x$ | $w$ (km/s) | mean energy (eV) |
|---:|---:|---:|
| 0.02% | 5.7 | 0.76 |
| 0.2% | 25.6 | 0.23 |
| 0.5% | 27.0 | 0.12 |
| 2% | 17.2 | 0.07 |
| 10% | 10.1 | 0.06 |

The largest value among the compositions computed is at 0.5%. Beyond that, two things work against the drift. Electrons are cooled past the minimum, to energies where argon is a stronger scatterer: at 0.057 eV the model has $\sigma_{\rm Ar}\approx2.1$ Å². The molecules also obstruct more, their elastic part alone adding 0.8 Å² at 10%.

The field matters too. As $E/N\to0$, $F$ becomes Maxwellian at the gas temperature whatever the composition, so there is no cooling to gain. In this model $\sigma_{\rm M}\ge8$ Å² exceeds $\sigma_{\rm Ar}$ at thermal energies, and (1) then says that the admixture lowers $w$. With 0.2% admixture, the ratio of mixture to argon drift is 0.97 at $10^{-4}$ Td, 0.89 at 0.01 Td, 4.1 at 0.05 Td and 12.9 at 0.2 Td.

The loss at 0.01 Td is larger than in the thermal limit, and these four fields do not mark the deepest loss: between $10^{-4}$ and 0.01 Td the ratio falls to about 0.66 near 0.005 Td, so at 0.01 Td it is already recovering. At that field the added obstruction and the changed energy distribution act together, and I have not separated their shares.

**How far to trust the number**

A Monte Carlo simulation that follows individual electrons without the two-term approximation gives $25.22\pm0.06$ km/s (one standard error) for gas particles at rest. The two-term result for effectively cold gas is 25.61 km/s, higher by 1.5% of the simulated value. That is small beside the effect.

The other changes below are made one at a time at 0.2 Td and 0.2% admixture. If the vibrational cross sections are left out of $\sigma_m$, so that these collisions only move electrons in energy, $w$ becomes 26.2 km/s. A molecular elastic cross section of 2 Å² gives 26.1 km/s. Adding 0.1 Å² to argon's cross section at all energies, which raises its minimum to 0.2 Å², gives 21.8 km/s, against 1.97 for pure argon. At 600 K, with $\sigma_v$ held fixed, the mixture has 24.6 km/s and argon 1.96.

For real argon, a minimum of roughly 0.1 Å² at a few tenths of an eV is the right regime, and CF₄ does have a strong infrared-active vibration near 0.16 eV. Real CF₄ also has a low-energy dip of its own and further vibrational modes, so 25.6 km/s illustrates the mechanism and is not a prediction for that mixture. The field corresponds to 6.4 V/cm at 100 Torr. The fractions of argon electrons above 6 eV and of mixture electrons above 4 eV are below $10^{-12}$, so excitation of argon, which needs more than 11 eV, and attachment at several eV can be left out here.

A self-sustained discharge is different. Its field must keep up ionization, which 0.2 Td cannot do here, and electron-electron collisions can reshape $F$. Comparing their energy exchange with the vibrational loss, using a Coulomb logarithm of 10, puts the crossover near an ionization degree of $10^{-7}$. I have not calculated the resulting change in drift, so the 25.6 km/s should not be carried over to a plasma near or above that degree.

For your mixture, combine the cross sections at each energy, solve for the mixture's own $F$, and then evaluate (1). The numerical output below gives the remaining compositions of the scan.

## Computed values

```
E/N 0.20 Td; gas 300 K; admixture 0.20 %
field at 100 Torr: 6.44 V/cm
argon minimum: 0.10 A^2 at 0.25 eV
argon model at 0.01, 1, 3 eV: 4.84, 1.23, 4.22 A^2
molecule: elastic 8.0, vibration peak 10.0 A^2; quantum 0.16 eV
masses argon, molecule: 40, 88 u
drift pure argon, closed quadrature: 1.985, 1.985 km/s
drift pure molecule: 2.646 km/s
drift mixture: 25.563 km/s = 2.556 cm/us
mole-fraction average, Blanc: 1.986, 1.986 km/s
mixture / average: 12.87; mixture / argon: 12.88
mean energy argon, mixture: 1.120, 0.228 eV
loss fraction zeta argon, mixture: 2.000e-05, 1.629e-02
vibrational share of mixture loss: 99.82 %
electrons at 0.1-0.6 eV, argon, mixture: 19.1, 63.0 %
argon distribution, mixture sections: 1.964 km/s
mixture distribution, argon sections: 28.980 km/s
admixture without vibration: 1.980 km/s
matched flat argon section: 2.608 A^2
flat-argon mixture: 6.009 km/s; gain 3.03
x 0.02 %: drift 5.655 km/s; mean energy 0.761 eV
x 0.05 %: drift 11.307 km/s; mean energy 0.519 eV
x 0.10 %: drift 18.427 km/s; mean energy 0.355 eV
x 0.20 %: drift 25.563 km/s; mean energy 0.228 eV
x 0.50 %: drift 26.953 km/s; mean energy 0.122 eV
x 1.00 %: drift 22.113 km/s; mean energy 0.085 eV
x 2.00 %: drift 17.210 km/s; mean energy 0.068 eV
x 5.00 %: drift 12.781 km/s; mean energy 0.059 eV
x 10.00 %: drift 10.124 km/s; mean energy 0.057 eV
largest drift on this composition grid: x 0.50 %
E/N 0.0001 Td: argon 0.00752, mixture 0.00733 km/s, ratio 0.9737
E/N 0.0100 Td: argon 0.93364, mixture 0.83283 km/s, ratio 0.8920
E/N 0.0500 Td: argon 1.40863, mixture 5.79795 km/s, ratio 4.1160
E/N 0.2000 Td: argon 1.98482, mixture 25.56278 km/s, ratio 12.8792
cold gas Monte Carlo: 25.222 +/- 0.056 km/s (1 sigma)
cold gas two-term: 25.606 km/s; difference 1.53 %
cold mean energy Monte Carlo, two-term: 0.2274, 0.2271 eV
no vibrational momentum transfer: 26.234 km/s
molecular elastic section 2 A^2: 26.086 km/s
argon floor 0.2 A^2: argon 1.973, mixture 21.828 km/s
gas at 600 K: argon 1.955, mixture 24.605 km/s
ionization degree where e-e exchange rivals vibration: 1.1e-07 (Coulomb log 10)
argon electrons above 6 eV: below 1.0e-12 (fraction, floor 1e-12)
mixture electrons above 4 eV: below 1.0e-12 (fraction, floor 1e-12)
drift change on doubling energy step: -0.042 %
```
